# The exact Foldy–Wouthuysen rotation of a free Dirac particle, part 2

A free particle of spin one half and mass $m>0$ obeys

$$i\hbar\,\frac{\partial\psi}{\partial t}=H\psi,\qquad H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2,\qquad \mathbf p=-i\hbar\nabla .$$

The problem is to separate the upper and lower pairs of components of $\psi$ by a unitary $U$, with $\psi'=U\psi$. In blocks of size two by two,

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Even operators commute with $\beta$ and are block diagonal; odd ones anticommute with it and have only off-diagonal blocks.

On plane waves $e^{i\mathbf p\cdot\mathbf r/\hbar}$, $\mathbf p$ is an ordinary vector. There $p=|\mathbf p|$, $\mathbf n=\mathbf p/p$ for $p>0$, and

$$E=+\sqrt{m^2c^4+c^2p^2},\qquad H^2=E^2.$$

The rotation is generated by

$$K=\beta\,\boldsymbol\alpha\cdot\mathbf n=\begin{pmatrix}0&\boldsymbol\sigma\cdot\mathbf n\\-\boldsymbol\sigma\cdot\mathbf n&0\end{pmatrix},$$

with $K^\dagger=-K$ and $K^2=-1$. For any real angle $\theta$, $U=e^{\theta K}=\cos\theta+K\sin\theta$ is unitary and

$$UHU^\dagger=\boldsymbol\alpha\cdot\mathbf n\,(cp\cos2\theta-mc^2\sin2\theta)+\beta\,(mc^2\cos2\theta+cp\sin2\theta).$$

The two brackets are called the odd and even coefficients. The odd one vanishes if $\tan2\theta=p/(mc)$. The chosen branch is

$$0\le2\theta<\frac{\pi}{2},\qquad \cos2\theta=\frac{mc^2}{E},\qquad \sin2\theta=\frac{cp}{E},$$

on which $U\to1$ as $p\to0$. It gives

$$UHU^\dagger=\beta E,\qquad U=\frac{E+mc^2+c\,\beta\,\boldsymbol\alpha\cdot\mathbf p}{\sqrt{2E(E+mc^2)}}.$$

Replacing $\theta$ by $\theta+\pi/2$ gives the other branch, with result $-\beta E$.

The numerical example is an electron, with rest energy $510.999$ keV and $\mathbf p=(0.25,\,0.50,\,0.50)\,mc$. Then $p=0.75\,mc$, $E=1.25\,mc^2$, $\mathbf n=(1,2,2)/3$, $\theta=0.32175$ rad, $\cos\theta=0.94868$ and $\sin\theta=0.31623$.

### What the states look like

Since $U$ does not depend on time, $\psi'=U\psi$ obeys

$$i\hbar\,\frac{\partial\psi'}{\partial t}=UHU^\dagger\psi'=\beta E\,\psi' .$$

The upper pair of $\psi'$ evolves with energy $+E$ and the lower pair with $-E$. A positive-energy state is therefore described by a two-component spinor $\chi$, as in nonrelativistic quantum mechanics, but with the relativistic energy.

To see such a state in the original representation we apply $U^\dagger=\cos\theta-K\sin\theta$. The lower left block of $K$ is $-\boldsymbol\sigma\cdot\mathbf n$, and the minus sign in $U^\dagger$ makes it positive:

$$U^\dagger\begin{pmatrix}\chi\\0\end{pmatrix}=\begin{pmatrix}\cos\theta\;\chi\\ \sin\theta\;\boldsymbol\sigma\cdot\mathbf n\,\chi\end{pmatrix}.$$

This is an eigenvector of $H$ with energy $E$, because $HU^\dagger=U^\dagger\beta E$ and $\beta$ gives $+1$ on an upper pair. For normalized $\chi$, and with $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, the weight of the lower pair is

$$w=\sin^2\theta=\frac{1-\cos2\theta}{2}=\frac{E-mc^2}{2E}.$$

This weight is not a probability of finding negative energy. The state has energy $+E$ with certainty. The projector on positive energies is

$$P_+=U^\dagger\,\frac{1+\beta}{2}\,U=\frac12\left(1+\frac{H}{E}\right),$$

where $U^\dagger\beta U=H/E$ was used. It differs from the projector $(1+\beta)/2$ on the original upper pair whenever $p>0$.

For the example and $\chi$ pointing up, the spinor is

$$(0.9487,\;0,\;0.2108,\;0.1054+0.2108i).$$

Its lower weight is $0.2108^2+0.1054^2+0.2108^2=0.100$, in agreement with $(1.25-1)/2.5$.

The limits of $w$ are simple. For slow motion $E-mc^2\approx p^2/2m$ and $2E\approx2mc^2$, so $w\approx p^2/(4m^2c^2)$. For $p\gg mc$ the rest energy is negligible and $w$ approaches one half. The computed values pass from one limit to the other:

| $p/mc$ | $\theta$ in degrees | $w$ |
|---:|---:|---:|
| 0.01 | 0.2865 | 0.000025 |
| 0.10 | 2.8553 | 0.002481 |
| 1.00 | 22.5000 | 0.146447 |
| 10.00 | 42.1447 | 0.450248 |
| 100.00 | 44.7135 | 0.495000 |

### Other unitaries with the same result

Suppose a second unitary $W$ also gives $WHW^\dagger=\beta E$. Define $V=WU^\dagger$, so that $W=VU$. Then

$$V\,\beta E\,V^\dagger=WU^\dagger\,\beta E\,UW^\dagger=WHW^\dagger=\beta E .$$

Thus $V$ commutes with $\beta E$. Conversely, any unitary $V$ with this property gives another valid $W=VU$. At fixed momentum $E$ is a positive number, so $V$ commutes with $\beta$ and has the form

$$V=\begin{pmatrix}V_1&0\\0&V_2\end{pmatrix},$$

with $V_1$ and $V_2$ unitary matrices of size two. Each of them rotates the spin within one energy sign and multiplies the state by a phase. Requiring the result $\beta E$ therefore does not fix the unitary that produces it. The form $\beta E$ is itself a choice: evenness alone also allows $-\beta E$, found on the other branch, or a form with one level $+E$ and one level $-E$ in each pair. It is singled out by asking that both positive-energy states lie in the upper pair. The derived $U$ is the member of this family obtained by rotating with $K$ alone on the branch joined to $U=1$.

### The nonrelativistic series

Let $x=p/(mc)$, so that $E=mc^2\sqrt{1+x^2}$. The binomial series is

$$\sqrt{1+x^2}=\sum_{k=0}^{\infty}a_kx^{2k},\qquad a_0=1,\qquad \frac{a_{k+1}}{a_k}=\frac{\frac12-k}{k+1}.$$

The ratios for $k=0,1,2$ are $\frac12$, $-\frac14$ and $-\frac12$. They give $a_1=\frac12$, $a_2=-\frac18$ and $a_3=\frac1{16}$. Hence

$$E=mc^2+\frac{p^2}{2m}-\frac{p^4}{8m^3c^2}+\frac{p^6}{16m^5c^4}-\dots$$

The negative sign of the third term can be understood from an identity. Since $(E-mc^2)(E+mc^2)=c^2p^2$,

$$E-mc^2=\frac{c^2p^2}{E+mc^2}<\frac{p^2}{2m}\qquad(p>0),$$

because $E+mc^2>2mc^2$. At a given momentum the relativistic kinetic energy is below the Newtonian one.

The ratio of successive terms tends to $-x^2$. The series therefore converges for $p<mc$ and diverges for $p>mc$. At $p=mc$ the terms alternate in sign after the first two. Their sizes have the ratio

$$\frac{k-\frac12}{k+1}=1-\frac{3/2}{k+1},$$

and so they decrease. They decrease to zero, because the sum of $1/(k+1)$ diverges and the product of these ratios therefore vanishes. The alternating series converges at this point too. The closed forms of $E$ and $U$ have no such limit on $p$.

The example lies inside the range of convergence, with $x^2=0.5625$. In units of $mc^2$ the kinetic energy through successive orders is

$$\begin{aligned}
p^2:&\quad 0.5625/2=0.28125,\\
p^4:&\quad 0.28125-0.31641/8=0.24170,\\
p^6:&\quad 0.24170+0.17798/16=0.25282.
\end{aligned}$$

The value from the closed form is $0.25000$, or $127.750$ keV. Relative to it, the three truncations are in error by $+12.5\%$, $-3.3\%$ and $+1.1\%$.

### One approximate step compared with the full rotation

When slowly varying external fields act on a slow particle, the odd terms can be reduced step by step in powers of $1/m$. The free particle shows what one such step does. To leading order in $x$ the odd coefficient is $mc^2(x-2\theta)$, which suggests the choice $2\theta=x$ instead of $2\theta=\arctan x$. The odd coefficient that remains is then

$$O_1=mc^2(x\cos x-\sin x).$$

Inserting $\cos x=1-x^2/2+\dots$ and $\sin x=x-x^3/6+\dots$, we find

$$O_1=mc^2\left(x-\frac{x^3}{2}-x+\frac{x^3}{6}+\dots\right)=-\frac{mc^2x^3}{3}+\dots$$

The step lowers the odd term from order $x$ to order $x^3$. With $mc^2=E\cos(\arctan x)$ and $mc^2x=E\sin(\arctan x)$, the remainder can also be written as $O_1=E\sin(\arctan x-x)$. For $0<x\le1$ it is negative, because $x$ is then larger than $\arctan x$ by less than $\pi$: the rotation has gone too far. The even coefficient is

$$\begin{aligned}
\mathcal E_1&=mc^2(\cos x+x\sin x)\\
&=mc^2\left(1-\frac{x^2}{2}+\frac{x^4}{24}+x^2-\frac{x^4}{6}+\dots\right)\\
&=mc^2\left(1+\frac{x^2}{2}-\frac{x^4}{8}+\dots\right).
\end{aligned}$$

It already agrees with $E$ through order $p^4$. The reason is that a rotation preserves the sum of squares, $\mathcal E_1^2+O_1^2=E^2$. Hence $E-\mathcal E_1\approx O_1^2/(2mc^2)$, which is of order $x^6$.

For the example the step uses $\theta=0.375$ rad where $0.32175$ rad is needed. It leaves $O_1=-0.13287\,mc^2$, compared with $-0.14063\,mc^2$ from the leading estimate. The even coefficient is $\mathcal E_1=1.24292\,mc^2$. The two combine correctly:

$$\sqrt{1.24292^2+0.13287^2}=1.2500 .$$

A second rotation with the same $K$ can remove what is left. Its double angle must have the tangent

$$\frac{O_1}{\mathcal E_1}=\frac{x-\tan x}{1+x\tan x}=\tan(\arctan x-x).$$

Choosing the double angle $\arctan x-x$ brings the total to $\arctan x$. The angles add because both rotations are exponentials of the same matrix. This simple addition relies on the odd term keeping the form $\boldsymbol\alpha\cdot\mathbf n$ throughout, as it does for the free particle.

### The rotation in position space

So far $\mathbf p$ has been a number. On a general wave function, $U$ multiplies each plane-wave amplitude by the matrix $U(\mathbf p)$. In position space this is a convolution,

$$(U\psi)(\mathbf r)=\int d^3r'\,G(\mathbf r-\mathbf r')\,\psi(\mathbf r'),\qquad G(\mathbf r)=\int\frac{d^3p}{(2\pi\hbar)^3}\,e^{i\mathbf p\cdot\mathbf r/\hbar}\,U(\mathbf p),$$

where $G$ is understood as a distribution. A differential operator of finite order with constant coefficients would correspond to a polynomial in $\mathbf p$. The elements of $U(\mathbf p)$ are bounded by one in size and are not all constant, whereas a nonconstant polynomial is unbounded. Therefore $U$ is not a differential operator of finite order, and it is nonlocal.

The length involved follows from scaling. The matrix $U$ depends on momentum only through $\mathbf q=\mathbf p/(mc)$, and the phase is then $\mathbf q\cdot\mathbf r\,mc/\hbar$. Hence $G$ is $(mc/\hbar)^3$ times a function of $\mathbf r\,mc/\hbar$, and the natural length is the reduced Compton wavelength $\hbar/(mc)$.

This changes the meaning of position. Multiplication by $\mathbf r$ in the new representation corresponds in the original one to

$$U^\dagger\mathbf rU=\mathbf r+U^\dagger[\mathbf r,U]=\mathbf r+i\hbar\,U^\dagger\nabla_{\mathbf p}U,$$

because $\mathbf r=i\hbar\nabla_{\mathbf p}$ in momentum space. Near $p=0$ we have $U\approx1+\beta\,\boldsymbol\alpha\cdot\mathbf p/(2mc)$, and the added term is $i\hbar\beta\boldsymbol\alpha/(2mc)$. Each of its components has eigenvalues $\pm\hbar/(2mc)$, since $(i\beta\alpha_j)^2=1$. The argument of $\psi'(\mathbf r)$ is thus a different observable from the argument of $\psi(\mathbf r)$.

The numerical check also treats momentum as a matrix on a periodic grid along $z$, with the transverse momentum fixed. There $E$ is built as the positive square root of $H^2$, and the closed form of $U$ again gives $\beta E$.

### Where the exact result stops

Add a time-independent scalar potential energy $\Phi(\mathbf r)$, which multiplies all four components equally. Between plane waves it has elements proportional to its Fourier transform $\tilde\Phi(\mathbf p-\mathbf p')$. After the free rotation these elements are multiplied by $U(\mathbf p)U^\dagger(\mathbf p')$. With primes for quantities at $\mathbf p'$,

$$\begin{aligned}
UU'^\dagger&=(\cos\theta+K\sin\theta)(\cos\theta'-K'\sin\theta')\\
&=\cos\theta\cos\theta'-KK'\sin\theta\sin\theta'+K\sin\theta\cos\theta'-K'\cos\theta\sin\theta' .
\end{aligned}$$

The product $KK'$ of two odd matrices is even. The last two terms are odd, and together they equal

$$\cos\theta\cos\theta'\;\beta\,\boldsymbol\alpha\cdot(\mathbf n\tan\theta-\mathbf n'\tan\theta').$$

They vanish only if the two vectors in the bracket are equal. Since $\tan\theta$ grows steadily with $p$, that requires $\mathbf p=\mathbf p'$. A potential that varies in space connects different momenta, so the free $U$ creates new odd terms.

For momenta small compared with $mc$ we have $\mathbf n\tan\theta\approx\mathbf p/(2mc)$. The odd factor is then $\beta\,\boldsymbol\alpha\cdot(\mathbf p-\mathbf p')/(2mc)$. In position space $(\mathbf p-\mathbf p')\tilde\Phi$ corresponds to the commutator $[\mathbf p,\Phi]=-i\hbar\nabla\Phi$, and the leading odd term is

$$-\frac{i\hbar}{2mc}\,\beta\,\boldsymbol\alpha\cdot\nabla\Phi .$$

It is small when $\Phi$ changes little, on the scale of $mc^2$, over a reduced Compton wavelength. Under that condition, and for slow motion, further rotations can reduce the odd terms order by order. The single closed rotation derived here applies to the free Hamiltonian.

## Numbers as computed

```
momentum components (mc): 0.25 0.50 0.50
momentum magnitude p (mc): 0.750000
electron rest energy (keV): 510.999
energy E from diagonalization (mc^2): 1.250000
energy E (keV): 638.749
tan(2 theta) at the zero of the odd part: 0.750000
theta (rad): 0.321751
cos(theta): 0.948683
sin(theta): 0.316228
U row 1: +0.948683+0.000000i +0.000000+0.000000i +0.210819+0.000000i +0.105409-0.210819i
U row 2: +0.000000+0.000000i +0.948683+0.000000i +0.105409+0.210819i -0.210819+0.000000i
U row 3: -0.210819+0.000000i -0.105409+0.210819i +0.948683+0.000000i +0.000000+0.000000i
U row 4: -0.105409-0.210819i +0.210819+0.000000i +0.000000+0.000000i +0.948683+0.000000i
before rotation, odd and even coefficients (mc^2): 0.750000 1.000000
after rotation, odd and even coefficients (mc^2): 0.000000 1.250000
largest element of U H U^dagger - beta E (mc^2): 2.2e-16
positive-energy spinor, chi = up: +0.948683+0.000000i +0.000000+0.000000i +0.210819+0.000000i +0.105409+0.210819i
weight of its lower components: 0.100000
exact kinetic energy E - mc^2 (mc^2): 0.250000
exact kinetic energy (keV): 127.750
kinetic energy, series through p^2 (mc^2): 0.281250
kinetic energy, series through p^4 (mc^2): 0.241699
kinetic energy, series through p^6 (mc^2): 0.252823
first-step angle p/(2mc) (rad): 0.375000
first step, odd and even coefficients (mc^2): -0.132872 1.242918
leading estimate of the odd remainder (mc^2): -0.140625
table: p (mc), theta (degrees), E (mc^2), lower weight
    0.01     0.2865     1.000050   0.000025
    0.10     2.8553     1.004988   0.002481
    0.75    18.4349     1.250000   0.100000
    1.00    22.5000     1.414214   0.146447
   10.00    42.1447    10.049876   0.450248
  100.00    44.7135   100.005000   0.495000
```
